# Why the open-minus-periodic potential needs only a coarse grid

Take a charge density $\rho(\mathbf r)$ that lies wholly inside a cell of volume $V$. Let $v$ be its potential in empty space and $v'$ its potential when the cell is repeated periodically, with zero mean. Inside the cell the difference $w=v-v'$ obeys

$$\nabla^2 w=-4\pi\langle\rho\rangle ,\qquad \langle\rho\rangle=\frac{Q}{V},$$

where $Q$ is the total charge. The sharp structure of $\rho$ has cancelled. What remains is a uniform source and the influence of image charges outside the cell. A grid for $w$ must therefore resolve the distance to the images, and it need not resolve the atoms.

The second half of that explanation matters as much as the first. The function $e^{-kx}\cos ky$ has zero Laplacian for every $k$, yet it varies over a length $1/k$ that can be as short as one likes. A constant Laplacian permits a coarse grid if the boundary values are smooth as well, and it is the position of the images that makes them so.

## The Laplacian of the difference

I use Gaussian units. The open-boundary potential satisfies

$$\nabla^2 v=-4\pi\rho,\qquad v\to0\ \text{at infinity}.$$

The periodic potential belongs to the repeated density $\rho_{\rm per}(\mathbf r)=\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)$, where $\mathbf R$ runs over the lattice vectors. Write $\rho_{\rm per}=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, with $\mathbf G$ the reciprocal vectors. The Laplacian multiplies each wave by $-G^2$, so Poisson's equation gives $v'_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2$ for $\mathbf G\neq0$. For $\mathbf G=0$ it has no solution unless the cell is neutral. The usual convention sets $v'_{0}=0$. Then

$$\nabla^2v'=-4\pi\sum_{\mathbf G\ne0}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}
=-4\pi\left[\rho_{\rm per}(\mathbf r)-\langle\rho\rangle\right],$$

because $\rho_{0}=\langle\rho\rangle$ is the one term missing from the sum. Dropping it amounts to adding a uniform background of density $-\langle\rho\rangle$.

Subtract the two equations:

$$\nabla^2w=-4\pi\rho+4\pi\rho_{\rm per}-4\pi\langle\rho\rangle .$$

The $\mathbf R=0$ term of $\rho_{\rm per}$ is $\rho$ itself and cancels the first term, leaving

$$\nabla^2w(\mathbf r)=-4\pi\langle\rho\rangle+4\pi\sum_{\mathbf R\neq0}\rho(\mathbf r-\mathbf R).\tag{1}$$

This holds at every point of space. The images enter with a plus sign because $w$ contains minus their potential. If $\rho$ is confined to the cell, each image is confined to another cell, the sum vanishes in ours, and the opening result follows.

## A model with two charges

The model is a rigid charge density with round parameters, meant to resemble a small molecular cation. It is a sum of two Gaussians,

$$\rho(\mathbf r)=\sum_i\frac{q_i}{\pi^{3/2}s_i^3}\,e^{-|\mathbf r-\mathbf c_i|^2/s_i^2},$$

in a cube of edge $L=1.2$ nm centred on the origin:

- $q_1=+1.6\,e$ at $\mathbf c_1=(-0.06,0,0)$ nm, with $s_1=0.05$ nm;
- $q_2=-0.6\,e$ at $\mathbf c_2=(0.06,0.03,0)$ nm, with $s_2=0.07$ nm.

The Gaussian tails at the walls are negligible. With charges in units of $e$ and lengths in nm, a potential in volts is the Gaussian expression times $1.440$ V nm.

The total charge is $1\,e$ and $V=1.728$ nm³, so $\langle\rho\rangle=0.5787\,e/\text{nm}^3$ and

$$-4\pi\langle\rho\rangle=-4\pi(1.440)(0.5787)=-10.47\ \text{V/nm}^2 .$$

Finite differences of $w$, taken over the whole cell including its walls, give this constant to within $10^{-6}$ V/nm². For the open potential alone, the same finite differences give a Laplacian that reaches $41\,333$ V/nm² in magnitude. At the centre of the positive charge's image, outside the cell, equation (1) predicts $41\,335$ V/nm² for $w$, and finite differences give $41\,322$. The constancy is thus a property of the cell's interior, and it is lost where an image begins.

## What sets the length scale

Equation (1) says where the sources of $w$ are. To see what this does to its shape, separate the uniform source. Since $\nabla^2r^2=6$,

$$w(\mathbf r)=-\frac{2\pi}{3}\langle\rho\rangle r^2+u(\mathbf r),\qquad \nabla^2u=0\tag{2}$$

wherever there is no image charge. The first term is a parabola. The second is harmonic, and harmonic functions cannot vary rapidly far from their sources.

Let $u$ be harmonic in a ball of radius $a$ about $\mathbf r_0$. Its derivative $\partial_iu$ is harmonic too, so it equals its own average over the ball. The divergence theorem turns that average into a surface integral:

$$\partial_iu(\mathbf r_0)=\frac{3}{4\pi a^3}\int_{\rm ball}\partial_iu\,d^3r=\frac{3}{4\pi a^3}\oint u\,n_i\,dS .$$

The surface has area $4\pi a^2$ and $|n_i|\le1$, hence $|\partial_iu(\mathbf r_0)|\le(3/a)\max|u|$. Apply this $k$ times with balls of radius $a/k$, which together stay inside the original ball. The result is

$$|\partial_i^ku(\mathbf r_0)|\le\left(\frac{3k}{a}\right)^k\max|u| .$$

Here $a$ can be any distance short of the nearest image charge. The ball may cross the cell wall, because $u$ remains harmonic there. Neither $s_1$ nor $s_2$ appears.

This bound is generous, and a direct estimate is more useful. A point image of charge $q$ at distance $d$ contributes $-q/d$ to $w$, and its fourth derivative along the line of sight has magnitude $24|q|/d^5$. Consider the wall point $(0.6,0,0)$ nm. The image of the positive charge lies at $x=1.14$ nm, a distance of 0.54 nm away. That of the negative charge lies at $x=1.26$ nm, about 0.66 nm away. Together they give

$$24(1.440)\left[\frac{1.6}{0.54^5}-\frac{0.6}{0.66^5}\right]\approx1.04\times10^3\ \text{V/nm}^4 .$$

The largest value of $|\partial_x^4w|$ found in the cell is 1032 V/nm⁴, which the two images alone reproduce to within 1%.

## Why the width of the atoms drops out

Let $\phi(\mathbf r)$ be the correction for a unit point charge at the origin. By superposition,

$$w(\mathbf r)=\int\rho(\mathbf r')\,\phi(\mathbf r-\mathbf r')\,d^3r' .$$

Equation (1) for a point charge reads $\nabla^2\phi=-4\pi/V+4\pi\sum_{\mathbf R\ne0}\delta(\mathbf r-\mathbf R)$. There is no delta function at the origin: the $1/r$ of the open potential has cancelled that of the periodic one. Hence $\phi=-2\pi r^2/(3V)+\chi$, with $\chi$ harmonic except at the lattice vectors $\mathbf R\ne0$.

Now smear a charge $q$ at $\mathbf c$ into a Gaussian of width $s$. A spherical average of a harmonic function returns its central value, so the $\chi$ part is unchanged as long as the smeared charge stays clear of the images. For the parabola, let $\mathbf t$ be the displacement within the Gaussian. The cross term averages to zero and

$$\overline{|\mathbf r-\mathbf c-\mathbf t|^2}=|\mathbf r-\mathbf c|^2+\overline{t^2},\qquad \overline{t^2}=\tfrac32s^2 .$$

The smearing therefore adds $-(2\pi q/3V)(3s^2/2)=-\pi qs^2/V$, the same at every point. Changing the width from $s$ to $s_{\rm new}$ shifts $w$ by

$$\Delta w=-\frac{\pi q}{V}\left(s_{\rm new}^2-s^2\right).$$

Widening the positive charge from 0.05 to 0.08 nm, with everything else held fixed, should give

$$\Delta w=-\frac{\pi(1.440)(1.6)(0.0064-0.0025)}{1.728}=-0.01634\ \text{V}.$$

The computed shift is $-0.01634$ V, and it varies over the cell by less than $10^{-12}$ V. The shape of $w$ carries no record of how sharp the charge is.

## The shape near the centre, and the neutral cell

For a cubic cell $\phi$ is even, so its expansion about the origin has no odd terms. Cubic symmetry also forbids a harmonic term of second order. Thus $\phi(\mathbf r)=\phi_0-2\pi r^2/(3V)+O(r^4)$, where $\phi_0$ is a constant. Insert this in the superposition integral and expand $|\mathbf r-\mathbf r'|^2=r^2-2\mathbf r\cdot\mathbf r'+r'^2$:

$$w(\mathbf r)\approx\phi_0Q-\frac{2\pi}{3V}\left[Qr^2-2\,\mathbf r\cdot\mathbf p+S\right],\tag{3}$$

with $\mathbf p=\int\rho\,\mathbf r'd^3r'$ and $S=\int\rho\,r'^2d^3r'$. The approximation holds when both $r$ and the extent of the charge are small compared with $L$.

The field of the correction at the centre is $-\nabla w=-4\pi\mathbf p/(3V)$. In the example

$$\mathbf p=1.6(-0.06,0,0)-0.6(0.06,0.03,0)=(-0.132,-0.018,0)\ e\,\text{nm},$$

of magnitude $0.1332\,e$ nm. The predicted field is $4\pi(1.440)(0.1332)/(3\times1.728)\approx0.465$ V/nm. The computed value is 0.468 V/nm, and the small difference comes from the higher terms dropped in (3).

When $Q=0$ the Laplacian in (1) vanishes and $w$ is harmonic throughout the cell. It does not vanish, as the term in $\mathbf p$ shows. That term reflects the periodic solution's zero mean field; point-dipole images summed in growing spheres would give no field at the centre of a cubic cell. Changing the second charge to $-1.6\,e$ makes the model neutral. The Laplacian of $w$ is then zero to within $10^{-6}$ V/nm², while $w$ itself reaches 0.786 V in magnitude. Neutrality removes the uniform source and leaves the boundary values to be found.

## Solving on the coarse grid

The calculation now has three parts. First, $v'$ is found on the fine grid by Fourier transform. Next, $v$ is obtained on the coarse boundary nodes by summing Coulomb's law over the fine-grid charges, and subtracting $v'$ there gives the boundary values of $w$. Last, Poisson's equation with constant source $-4\pi\langle\rho\rangle$ is solved inside, and $w$ is interpolated to the fine grid and added to $v'$.

Let $H$ be the coarse spacing and $\Delta_H$ the seven-point Laplacian, the sum of three second differences. Taylor's theorem gives for each direction

$$\frac{f(x+H)-2f(x)+f(x-H)}{H^2}=f''(x)+\frac{H^2}{12}f''''(\xi),$$

with $\xi$ between $x-H$ and $x+H$. The parabola in (2) has no fourth derivative and is treated without error, so the uniform source costs nothing in accuracy. The error comes from the harmonic part alone.

To bound it, let $w_H$ be the grid solution and $\eta=w_H-w$ its error at the nodes. By construction $\Delta_Hw_H=-4\pi\langle\rho\rangle$. The true correction obeys $\Delta_Hw=-4\pi\langle\rho\rangle+\tau$, where

$$|\tau|\le T=\frac{H^2}{12}\sum_i\max|\partial_i^4w| .$$

Hence $\Delta_H\eta=-\tau$, with $\eta=0$ on the boundary if the boundary values are exact. Compare $\eta$ with $g=\tfrac12T(L^2/4-x^2)$, which is non-negative in the cell and has $\Delta_Hg=-T$. Then

$$\Delta_H(\pm\eta-g)=\mp\tau+T\ge0 .$$

A grid function with non-negative $\Delta_H$ is nowhere larger than the average of its six neighbours, so its maximum lies on the boundary. There $\pm\eta-g=-g\le0$. It follows that $|\eta|\le g\le TL^2/8$, or

$$|\eta|\le\frac{L^2}{8}\,\frac{H^2}{12}\sum_i\max|\partial_i^4w| .\tag{4}$$

The same maximum principle shows that an error in the boundary values enters the interior with at most its largest boundary magnitude.

For ten intervals per edge, $H=0.12$ nm, which is more than twice the width of the positive charge. The largest fourth derivatives along $x$, $y$ and $z$ are 1032, 554 and 528 V/nm⁴, so (4) gives

$$|\eta|\le\frac{1.44}{8}\cdot\frac{0.0144}{12}\,(1032+554+528)=0.457\ \text{V}.$$

The actual largest nodal error is 11 mV. The bound is generous: it uses the largest derivatives everywhere, ignores their signs, and rests on a function $g$ that vanishes on only two of the six faces. Its dependence on $H^2$ is borne out: twenty intervals give 2.8 mV, smaller by a factor of 3.98, with each maximum taken over that grid's own nodes.

The open potential recovered on the fine grid, $v'+w$, is wrong by at most 11 mV for ten intervals, although $v$ itself rises to 45 V. The coarse grid has 602 boundary nodes at which Coulomb's law must be summed. The fine grid, with 80 intervals, has 38 402.

## The same grid applied to the open potential

The contrast appears when the coarse grid is asked for $v$ directly. In this comparison the boundary values of $v$ come from the same Coulomb sum, and each fine-grid charge is shared linearly among the neighbouring coarse nodes, which keeps the total charge. The largest nodal error is then 4.5 V for ten intervals and 4.0 V for twenty. These figures depend on how finely the density is sampled before it is shared out: with much finer sampling both become about 4.6 V, so the small gain from the second grid is not a real one. The spacing $H=0.06$ nm is still no smaller than the width of the positive charge. The two figures are not a clean test of convergence, however, since the finer grid has a node on that charge and the coarser has none.

Perfect nodal values would not rescue the coarser grid. A cubic spline through exact values of $v$ at its nodes misses the fine-grid potential by up to 13.6 V. The same spline through exact values of $w$ misses by 2.1 mV. Grid and interpolation are the same in both cases, and the function alone has changed.

## The energy

The electrostatic energy of the isolated density is $E_{\rm open}=\frac12\int\rho v\,d^3r$. In the periodic case the background adds $-\frac12\langle\rho\rangle\int v'd^3r$, which vanishes because $v'$ has zero mean, so $E_{\rm per}=\frac12\int\rho v'd^3r$ per cell. For the same rigid density,

$$E_{\rm open}-E_{\rm per}=\frac12\int\rho\,w\,d^3r .$$

The closed form for Gaussians gives $E_{\rm open}=21.6605$ eV, and the periodic calculation gives $E_{\rm per}=19.9350$ eV. The difference is 1.7255 eV, or 166.5 kJ/mol. With $w$ from the ten-interval grid the integral is 1.7199 eV, which is 5.6 meV too low. With twenty intervals the deficit is 1.4 meV.

## When the coarse grid is not enough

A charge near a wall has an image just beyond the opposite wall. Moving the whole model by $-0.24$ nm along $x$, in the same cell, brings the nearest positive image to 0.30 nm from the wall at $x=0.6$ nm. The estimate used before becomes

$$24(1.440)\left[\frac{1.6}{0.30^5}-\frac{0.6}{0.42^5}\right]\approx2.12\times10^4\ \text{V/nm}^4,$$

and the computed maximum agrees with this to the digits shown, about 21 times the earlier one. To keep $H^2$ times this largest derivative unchanged, $H$ would have to shrink by a factor of about 4.5. The actual error grows much less, because the large derivative is confined to a small patch of wall. The largest nodal error for ten intervals rises from 11 to 45 mV, and twenty intervals bring it back to 12 mV. The energy error does not grow at all: it is 4.3 meV for ten intervals, against 5.6 meV for the centred model. An isolated system can be placed anywhere in its cell without changing its physics, so centring it costs nothing and lowers the largest error in the potential, though in this example not the error in the energy.

Density that leaks through the walls breaks the assumption itself, for the image sum in (1) then enters the cell. Consider one electron in an orbital centred in the cell with density $(\kappa^3/\pi)e^{-2\kappa r}$, where $\kappa=\sqrt{2mI}/\hbar$ and $I$ is its binding energy. At the middle of a face, $r=L/2$, the ratio of this density to one electron per cell is

$$\frac{\kappa^3V}{\pi}\,e^{-\kappa L}.$$

The neighbour's image has the same density there, so the ratio measures the error in the Laplacian relative to $4\pi e/V$. It is $8\times10^{-6}$ for $I=10$ eV and 0.16 for $I=1$ eV. These figures belong to the model orbital. The exponential is general, but the power of $r$ in front of it depends on the net charge the electron leaves behind: it is higher for a cation and lower for an anion. An anion's outer orbital decays as $e^{-\kappa r}/r$, which gives about 0.008 at $I=1$ eV. A full configuration-interaction density for H⁻, bound by about 0.74 eV, gives 0.044 to 0.046 depending on the basis, where the formula gives 0.24. For a small, tightly bound cation the constant is very good in this cell. For a weakly bound anion it can be off by several per cent near the walls, and a larger cell may be needed.

## Beside a real molecule

The two Gaussians are not fitted to any molecule. Their widths stand for the sharp features that force a fine grid, and a cell of about a nanometre is a plausible size for a small molecule. A real molecule is also not rigid: its electrons respond to the change of potential. With a rough polarizability of 0.005 nm³ and the central field of 0.468 V/nm, taken as uniform over the molecule, the energy $\frac12\alpha|\nabla w|^2$ is

$$\frac{0.005\,(0.468)^2}{2(1.440)}\ \text{eV}\approx0.4\ \text{meV}.$$

The field is not really uniform: by (3) it is about 0.26 V/nm at the positive charge and 0.69 V/nm at the negative one, so this energy is only an order of magnitude. It is small beside both the 1.73 eV correction and the 5.6 meV error of the ten-interval grid. A more polarizable molecule would respond more strongly, and so would the same molecule in a smaller cell, where the correction field is larger. Moving the molecule within its cell would not change the response, because $w$ moves with the charge. The remedy is to add $w$ to the potential during the self-consistent cycle and to recompute it as the density changes. Each update needs new boundary values and another coarse solution. The main computed values are in the numerical output.

## Values computed for the example and the checks

```
Coulomb constant e^2 = 1.439965 eV nm
cell edge L = 1.20 nm, volume = 1.728 nm^3
Gaussian charge +1.6 e at (-0.06, 0.0, 0.0) nm, width 0.05 nm
Gaussian charge -0.6 e at (0.06, 0.03, 0.0) nm, width 0.07 nm
fine grid: 80 intervals per edge, spacing 0.015 nm
total charge = 1.000 e, mean density = 0.57870 e/nm^3
-4 pi <rho> = -10.47172 V/nm^2
Laplacian of correction: min -10.47172, max -10.47172 V/nm^2
largest deviation from the constant = 7.1e-07 V/nm^2
largest |Laplacian| of open potential = 41333 V/nm^2
at image site outside cell: numerical Laplacian = 41322 V/nm^2
at image site outside cell: formula = 41335 V/nm^2
neutral case (charges +-1.6 e): max |Laplacian| = 6.3e-07 V/nm^2
neutral case: max |correction| = 0.786 V
width 0.05 -> 0.08 nm: mean shift of correction = -0.016336 V
same shift from formula = -0.016336 V, spread over cell = 7.5e-14 V
correction at cell centre = 3.3965 V
correction over cell: min 1.9511, max 3.4287 V
open potential over cell: min 1.269, max 45.097 V
max 4th derivatives of correction (x, y, z) = 1032, 554, 528 V/nm^4
largest after moving molecule -0.24 nm in x = 21232 V/nm^4
fine-grid boundary nodes = 38402
coarse grid 10 intervals: spacing 0.12 nm, boundary nodes 602, interior nodes 729
  correction, nodal error = 11.12 mV, bound = 457 mV
  recovered open potential, largest fine-grid error = 11.13 mV
  control: open potential solved directly, nodal error = 4.450 V
  spline error from exact nodes: correction 2.099 mV, open potential 13.638 V
  energy correction = 1.71992 eV, total error = -5.57 meV
coarse grid 20 intervals: spacing 0.06 nm, boundary nodes 2402, interior nodes 6859
  correction, nodal error = 2.79 mV, bound = 114 mV
  recovered open potential, largest fine-grid error = 2.80 mV
  control: open potential solved directly, nodal error = 3.976 V
  spline error from exact nodes: correction 0.201 mV, open potential 0.362 V
  energy correction = 1.72409 eV, total error = -1.40 meV
nodal error ratio, 10 to 20 intervals = 3.98
periodic energy = 19.93502 eV, open energy = 21.66051 eV
energy correction with fine-grid w = 1.72549 eV = 166.48 kJ/mol
neglected: correction field at centre = 0.468 V/nm
neglected: polarization energy for 0.005 nm^3 = 0.381 meV
neglected: wall density / (1 electron per cell), 10 eV binding = 8.4e-06
neglected: wall density / (1 electron per cell), 1 eV binding = 1.6e-01
```
